The Thermodynamic Factor of a Binary Lattice from Composition Fluctuations

## 1. From the variance to the thermodynamic factor

A ring of 200 lattice sites is held at 1000 K. Every site carries an A atom or a B atom, and the ring can exchange one kind for the other with a large reservoir, which is adjusted so that the ring holds 60 B atoms on average. If the atoms do not interact, the variance of the number of B atoms is 42.0. If each bond between unlike neighbours lowers the energy by 0.05 eV, the variance is 27.3. If each such bond raises the energy by 0.05 eV, it is 70.8. The mean composition is the same in all three cases. The ratios 42.0/27.3 = 1.54 and 42.0/70.8 = 0.593 turn out to be the thermodynamic factors of the two interacting alloys, quantities defined by the slope of a chemical potential and without any mention of fluctuations. This section shows why.

**The ensemble.** The lattice has M equivalent sites and no vacancies. Let nᵢ = 1 if site i holds a B atom and nᵢ = 0 if it holds an A atom. A configuration σ is the set of all nᵢ. It has energy E(σ) and contains

N(σ) = Σᵢ nᵢ (1)

B atoms, hence M − N A atoms. The lattice is taken to be rigid and at zero pressure; a finite pressure is treated at the end of this half.

The reservoir has temperature T and chemical potentials μ_A and μ_B. When the lattice is in configuration σ, the reservoir has given up the energy E, N atoms of B and M − N atoms of A. For a large reservoir, dS_R = (dE_R − μ_A dN_A,R − μ_B dN_B,R)/T with constant coefficients, so its entropy is

S_R = S₀ + [−E + μ_A(M − N) + μ_B N]/T
  = S₀ + μ_A M/T + [−E + (μ_B − μ_A)N]/T. (2)

The probability of σ is proportional to the number of reservoir states, exp(S_R/k). The terms S₀ and μ_A M/T are the same for every configuration and cancel on normalization. With the exchange potential Δμ = μ_B − μ_A,

p(σ) = exp{−[E(σ) − Δμ N(σ)]/kT}/Ξ,
Ξ = Σ_σ exp{−[E(σ) − Δμ N(σ)]/kT}. (3)

This is the semi-grand-canonical ensemble. The total number of atoms is fixed at M, while the division between A and B fluctuates. A single potential difference is enough because a site that gains a B atom loses an A atom. If vacancies were present in variable number, N_A and N_B could change independently, two potentials would be needed, and the argument below would have to be altered.

**Two derivatives.** Write W(σ) for the exponential in (3). Since ∂W/∂Δμ = N W/kT at fixed T,

kT ∂lnΞ/∂Δμ = (kT/Ξ) Σ_σ N W/kT = ⟨N⟩. (4)

Now differentiate ⟨N⟩ = (Σ N W)/Ξ once more. The numerator contributes one term and the denominator another:

∂⟨N⟩/∂Δμ = (1/Ξ) Σ N (N W/kT) − (Σ N W)(Σ N W/kT)/Ξ²
  = (⟨N²⟩ − ⟨N⟩²)/kT. (5)

The bracket is the variance of N. With the mean composition x = ⟨N⟩/M,

Var(N) = M kT ∂x/∂Δμ. (6)

A lattice whose composition responds strongly to a change of exchange potential therefore also has large spontaneous fluctuations. Equation (6) holds for any M and any energy function E(σ) that does not depend on Δμ.

**Individual chemical potentials.** The thermodynamic factor is defined through μ_B, while (6) contains the difference Δμ. The link is the semi-grand potential per site,

ω = −(kT/M) lnΞ. (7)

To identify it, insert ln p = −(E − Δμ N)/kT − lnΞ into the entropy S = −k Σ p ln p. This gives S = (⟨E⟩ − Δμ⟨N⟩)/T + k lnΞ, and therefore

Mω = ⟨E⟩ − TS − Δμ⟨N⟩ = F − Δμ⟨N⟩, (8)

where F is the Helmholtz free energy. For a large lattice F is extensive: doubling N_A and N_B, and with them the number of sites, doubles F. Euler's theorem for such a function gives F = N_A μ_A + N_B μ_B, with averages understood for N_A and N_B. Hence

Mω = (M − ⟨N⟩)μ_A + ⟨N⟩μ_B − (μ_B − μ_A)⟨N⟩ = Mμ_A,

so that

μ_A = ω, μ_B = ω + Δμ. (9)

For a small lattice extensivity fails at the level of surface or finite-size terms. One can then take (9) as the definition of μ_A and μ_B, and what follows remains an identity at finite M. Its values become those of the bulk alloy when M is large.

From (4) and (7), dω = −x dΔμ at constant temperature. With (9),

dμ_A = −x dΔμ, dμ_B = (1 − x) dΔμ. (10)

Multiplying the first by 1 − x and the second by x and adding gives (1 − x)dμ_A + x dμ_B = 0, which is the Gibbs–Duhem relation at constant temperature.

**The thermodynamic factor.** The activity a_B is defined by μ_B = μ_B° + kT ln a_B, where μ_B° depends on temperature and not on composition. The thermodynamic factor is

Φ = ∂ln a_B/∂ln x = (x/kT) ∂μ_B/∂x. (11)

The reference μ_B° has dropped out. Substituting dμ_B from (10),

Φ = [x(1 − x)/kT] ∂Δμ/∂x. (12)

Equation (6) gives ∂Δμ/∂x = M kT/Var(N). The factors kT cancel, and

Φ = M x(1 − x)/Var(N). (13)

This is the result sought. The same factor belongs to the A atoms. Their concentration is 1 − x, so ∂ln a_A/∂ln(1 − x) = −[(1 − x)/kT] ∂μ_A/∂x, and inserting dμ_A = −x dΔμ gives (12) again.

The role of Φ in diffusion follows from (12). Suppose that B atoms move through the lattice by changing places with A atoms, so that the flux is driven by the gradient of Δμ. Let c_s be the number of sites per volume and write the flux along z as

J = −[c_s x(1 − x)D₀/kT] ∂Δμ/∂z, (14)

which defines the kinetic coefficient D₀. At uniform temperature and uniform c_s, ∂Δμ/∂z = (∂Δμ/∂x)(∂x/∂z), and (12) turns (14) into J = −D₀Φ ∂(c_s x)/∂z. The coefficient in Fick's law is thus D₀Φ. The kinetics reside in D₀, and Φ converts a gradient of composition into the gradient of potential that drives the flux. This is shown here for direct exchange on a rigid lattice. Real substitutional alloys usually diffuse by way of vacancies, a mechanism that (14) does not describe.

**Curvature of the free energy.** Let g = F/M be the free energy per site. Equation (8) gives g = ω + xΔμ, so dg = −x dΔμ + x dΔμ + Δμ dx = Δμ dx. Therefore ∂g/∂x = Δμ, and (12) becomes

Φ = [x(1 − x)/kT] ∂²g/∂x². (15)

This form shows directly why fluctuations enter. Group the configurations in (3) by their value of N. The sum of exp(−E/kT) over configurations with a given N is, to leading order in M, exp[−M g(ν)/kT] with ν = N/M. The probability of finding N is then proportional to exp{−M[g(ν) − Δμ ν]/kT}. If the bracket has a single minimum, it lies at ν = x, where g′ = Δμ, and near it the probability is

P(N) ∝ exp[−M g″(x)(ν − x)²/2kT]. (16)

This is a Gaussian in ν with variance kT/(M g″). Since N = Mν, the variance of N is M² times larger, or M kT/g″, in agreement with (13) and (15). A stiff free-energy curve holds the composition tightly and gives a large Φ. A flat curve lets it wander and gives a small one.

**What the variance measures.** By (1), the variance of N is the sum of all covariances between sites:

Var(N) = Σᵢ Σⱼ (⟨nᵢnⱼ⟩ − ⟨nᵢ⟩⟨nⱼ⟩). (17)

Because nᵢ is 0 or 1, nᵢ² = nᵢ, and the terms with i = j are each x − x² = x(1 − x) when all sites have the same mean occupation. Let C_j be the covariance between a chosen site 0 and site j. Then

Var(N) = M[x(1 − x) + Σ_{j≠0} C_j], (18)

1/Φ = 1 + Σ_{j≠0} C_j/[x(1 − x)]. (19)

If the sites are independent, every C_j in the sum vanishes and Φ = 1. The numerator M x(1 − x) in (13) is thus the variance of a random alloy of the same composition, and Φ is the ratio of the random variance to the true one. If the covariances sum to a negative number, Φ exceeds 1; if they sum to a positive number, Φ is below 1. What counts is the whole sum and not the nearest neighbours alone.

Equation (19) also gives the dilute limit. Write C_j = x(q_j − x), where q_j is the probability that site j holds a B atom when site 0 does. The sum in (19) is then Σ(q_j − x)/(1 − x). For interactions of finite strength and range, q_j tends to zero with x, and few sites around site 0 are affected. The sum vanishes and Φ tends to 1. A lone B atom has no others to be correlated with.

**A small lattice with several interactions.** Equation (13) does not require pair forces or a large system when (9) is used as the definition of the potentials. Take a 4 × 4 square lattice with periodic boundaries. Each unlike pair of nearest neighbours contributes −0.04 eV and each unlike diagonal pair 0.015 eV. In addition, 0.02 eV is added whenever a site, its right neighbour and the neighbour below it all hold B atoms. There are 2¹⁶ = 65,536 configurations, few enough to sum (3) in full.

At 1000 K and Δμ = −0.10 eV the sum gives x = 0.3663 and Var(N) = 2.1227. Equation (13) then yields

Φ = 16 × 0.3663 × 0.6337/2.1227 = 1.750.

The definition (11) can be evaluated separately, by computing ω from (7) at two slightly different values of Δμ and taking the difference quotient of μ_B with respect to x. The result is 1.750, and the corresponding quotient for μ_A gives 1.750 as well. The number belongs to the 16-site cell. An infinite lattice with the same interactions may have a somewhat different factor, and a somewhat different composition at the same Δμ.

**Finite pressure.** If the lattice can change its volume V at constant pressure p, the exponent in (3) becomes −(E + pV − Δμ N)/kT and the sum runs over volumes as well. The derivatives (4) and (5) are unchanged, since neither uses the form of E. In (8) the free energy F is replaced by the Gibbs energy G = F + pV, for which Euler's theorem reads G = N_A μ_A + N_B μ_B. Equations (9) to (13) follow as before, with derivatives taken at constant pressure. The factor so obtained belongs to a uniform change of composition, to which the whole lattice adjusts freely. If A and B differ in size, a gradient of composition inside a coherent crystal also stores elastic energy, which adds to the curvature that drives diffusion, and D₀Φ with this Φ is then not the whole coefficient in Fick's law.

## 2. A solvable chain, and where the formula needs care

The symbols carried over are these. A lattice of M sites holds N atoms of B, with mean composition x = ⟨N⟩/M, and nᵢ is 1 or 0 as site i holds B or A. The exchange potential is Δμ = μ_B − μ_A, and ω = μ_A is the semi-grand potential per site. The thermodynamic factor is Φ = M x(1 − x)/Var(N), equation (13). It also equals [x(1 − x)/kT] ∂Δμ/∂x, equation (12), and is fixed by the sum of the site covariances C_j through (19).

**The transfer matrix.** In the ring of the opening example, each bond between unlike neighbours has energy w and each bond between like neighbours has energy zero. The weight of a configuration is a product over bonds of

T(n,n′) = exp{[−w(1 − δ_{nn′}) + Δμ(n + n′)/2]/kT}, (20)

where δ_{nn′} is 1 for equal arguments and 0 otherwise. Each site belongs to two bonds and receives half of Δμ from each. As a matrix with rows and columns in the order A, B,

T_AA = 1, T_BB = z, T_AB = T_BA = exp(−w/kT)√z, z = exp(Δμ/kT). (21)

Summing over the occupations of all sites multiplies the matrices together, so Ξ is the trace of the M-th power of this matrix.

The matrix is real and symmetric. Call its eigenvalues Λ₁ > Λ₂ and let λ = Λ₂/Λ₁. The eigenvalues differ because T_AB is not zero, and their sum 1 + z is positive, so |λ| < 1. Since T_AB ≠ 0, Λ₁ is larger than the diagonal element T_AA = 1. The first row of the eigenvalue equation, (1 − Λ₁)u_A + T_AB u_B = 0, then shows that the components of the first eigenvector u have the same sign.

In a long ring, λ^M is negligible and the M-th power of the matrix is Λ₁^M times the projector on u. The probability that a given site holds B is therefore u_B², and this is x. Normalization and orthogonality fix both eigenvectors:

u = (√(1 − x), √x), v = (√x, −√(1 − x)). (22)

The probability that two sites at distance r both hold B is the BB element of the r-th power times the BB element of the (M − r)-th power, divided by Ξ. For r much smaller than M this is

⟨n₀n_r⟩ = [x + λ^r(1 − x)] x,

and subtracting x² leaves

C_r = x(1 − x)λ^r. (23)

**Summing the covariances.** A site has two others at each distance r, one on either side. With the geometric series Σ_{r≥1} λ^r = λ/(1 − λ), equation (19) becomes

1/Φ = 1 + 2λ/(1 − λ) = (1 + λ)/(1 − λ),

Φ = (1 − λ)/(1 + λ). (24)

The sign of λ follows from the determinant of the matrix, Λ₁Λ₂ = z[1 − exp(−2w/kT)]. It is negative for w < 0 and positive for w > 0. When unlike atoms attract, neighbouring occupations are anticorrelated. The covariances then alternate in sign with distance, but their sum is governed by the first and largest term and is negative, so Φ > 1. When unlike atoms repel, all covariances are positive and Φ < 1.

**Closed form.** To express Φ by x and w, write the matrix through its eigenvectors, T = Λ₁uuᵀ + Λ₂vvᵀ. Its elements are

T_AA/Λ₁ = (1 − x) + λx,
T_BB/Λ₁ = x + λ(1 − x),
T_AB/Λ₁ = √[x(1 − x)] (1 − λ). (25)

By (21), T_AA T_BB = η T_AB² with η = exp(2w/kT). The unknown z has cancelled. Now invert (24) to λ = (1 − Φ)/(1 + Φ) and insert it in (25):

1 − λ = 2Φ/(1 + Φ),
(1 − x) + λx = [1 + (1 − 2x)Φ]/(1 + Φ),
x + λ(1 − x) = [1 − (1 − 2x)Φ]/(1 + Φ). (26)

The common denominators cancel from T_AA T_BB = η T_AB², which becomes

1 − (1 − 2x)²Φ² = 4ηx(1 − x)Φ². (27)

Since (1 − 2x)² = 1 − 4x(1 − x), collecting the terms in Φ² gives Φ²[1 + 4x(1 − x)(η − 1)] = 1. The positive root is required because |λ| < 1:

Φ = [1 + 4x(1 − x)(η − 1)]^(−1/2), η = exp(2w/kT). (28)

For small x this is Φ ≈ 1 − 2x(η − 1), which tends to 1 as it should. For very strong attraction between unlike atoms η tends to 0 and Φ tends to 1/|1 − 2x|. This diverges at x = 1/2, where A and B alternate along the chain and Var(N)/M tends to zero (a ring with an odd number of sites keeps one like pair, so its N still varies by one atom). For strong repulsion Φ becomes small but stays positive at any finite w/kT with T > 0, so this chain does not separate into two phases.

**The same factor from the chemical potential.** Equation (28) came from the variance. The slope in (12) can be found independently of it. By (21), z = T_BB/T_AA, and (26) gives

Δμ/kT = ln z = ln(1 − s) − ln(1 + s), s = (1 − 2x)Φ. (29)

Hence ∂(Δμ/kT)/∂x = −2s′/(1 − s²), where the prime means ∂/∂x. From (28), Φ′ = −2(η − 1)(1 − 2x)Φ³, and so

s′ = (1 − 2x)Φ′ − 2Φ
  = −2Φ³[(η − 1)(1 − 2x)² + 1/Φ²].

Insert 1/Φ² = 1 + 4x(1 − x)(η − 1). The two terms with η − 1 add up to η − 1, the bracket is η, and s′ = −2ηΦ³. By (27), 1 − s² = 4ηx(1 − x)Φ². Therefore

∂(Δμ/kT)/∂x = 4ηΦ³/[4ηx(1 − x)Φ²] = Φ/[x(1 − x)], (30)

which is (12). The response and the fluctuations give the same Φ, as (6) requires.

**Numbers for the ring.** At 1000 K, kT = 0.08617 eV. With x = 0.3, x(1 − x) = 0.21, and 200 independent sites have variance 200 × 0.21 = 42.0. For w = −0.05 eV,

η = exp(−0.10/0.08617) = 0.3133,
Φ = [1 + 0.84 × (0.3133 − 1)]^(−1/2) = 1.537,
λ = (1 − 1.537)/(1 + 1.537) = −0.212.

The variance follows as 42.0/1.537 = 27.3. Summing the covariances of the 200-site ring one by one, with numerical powers of the matrix (21) and Δμ adjusted to give x = 0.3, yields 27.32. The required exchange potential is −0.1235 eV. A small change of Δμ about this value gives ∂x/∂Δμ = 1.5853 per eV, and (12) then reads

Φ = 0.21/(0.08617 × 1.5853) = 1.537.

For w = +0.05 eV the same steps give η = 3.191, Φ = 0.593 and λ = 0.255. The summed variance is 70.79, and 42.0/70.79 = 0.593. The slope ∂x/∂Δμ is now 4.107 per eV, about 2.6 times as large as for w = −0.05 eV. The standard deviations of N are 5.2 and 8.4 atoms, compared with 6.5 for independent sites.

The probability that a given site holds A and its right neighbour holds B is y = x(1 − x) − C₁ = x(1 − x)(1 − λ). It is 0.254 for attraction between unlike atoms, 0.210 for independent sites and 0.156 for repulsion. More unlike neighbours at the same composition go together with a narrower distribution of N in this chain.

**A calculation at fixed N.** In the canonical ensemble N does not fluctuate, its variance is zero, and (13) cannot be applied. The factor Φ can still be found from the definition (11). Let Z(M,N) be the canonical partition function of a ring with N atoms of B. Adding one site together with one B atom changes the free energy by

μ_B = −kT ln[Z(M + 1, N + 1)/Z(M,N)]. (31)

For the ring Z can be written as a sum over the number r of unbroken runs of B atoms. There are 2r unlike bonds. To count the arrangements, mark one run and choose its first site in M ways. Then divide the N atoms of B into r non-empty runs, and the M − N atoms of A likewise. Each arrangement is counted r times, once for each run that could be marked, so

Z(M,N) = Σ_r (M/r) C(N − 1, r − 1) C(M − N − 1, r − 1) exp(−2rw/kT), (32)

where C(a,b) is the binomial coefficient. With M = 2000 and N near 600, a difference quotient of (31) with respect to N gives Φ = 1.536 for w = −0.05 eV and 0.592 for w = +0.05 eV. Both lie within 0.3 % of the values from the variance.

For w = 0 the small deviation can be derived. Then Z(M,N) = C(M,N), and (31) becomes μ_B = kT ln[(N + 1)/(M + 1)]. The definition (11) gives Φ = N/(N + 1) = 600/601 = 0.998 instead of 1. This is a finite-size effect of the insertion, and it vanishes as 1/N.

**Counting in a window.** A canonical simulation can still supply the variance if the atoms are counted in a window that is small compared with the whole lattice, so that the rest acts as the reservoir. The window must also be long compared with the range of the correlations. In the chain, a window of L sites contains L − r pairs at distance r, and (23) gives

Var_L = x(1 − x)[L + 2 Σ_{r=1}^{L−1} (L − r)λ^r]
  ≈ x(1 − x)[L(1 + λ)/(1 − λ) − 2λ/(1 − λ)²], (33)

where terms of order λ^L are dropped and Σ_{r≥1} rλ^r = λ/(1 − λ)² has been used. The first term is the one needed in (13). The second comes from the ends of the window, where partners outside are not counted, and its share of the total falls as 1/L. Equation (33) uses the semi-grand covariances and so treats the rest of the lattice as an infinite reservoir. At fixed total N, atoms gained by the window are lost by the other M − L sites, and the curvatures of the two Gaussians add. With v the variance per site, 1/Var = 1/(Lv) + 1/[(M − L)v], so the variance in the window is smaller by the factor 1 − L/M. For a window that covers a tenth of the lattice this is a reduction of 10 %, and it must be divided out before (13) is used.

**A mean-field alloy.** The chain stays in one phase. A model that can separate is the regular solution with infinite range, in which the energy depends on N alone:

E = Ω N(M − N)/M. (34)

A positive Ω disfavours mixing. There are C(M,N) configurations for each N. By Stirling's formula, ln C(M,N) is −M[ν ln ν + (1 − ν)ln(1 − ν)] to leading order, with ν = N/M. The free energy per site is therefore

g(ν) = Ων(1 − ν) + kT[ν ln ν + (1 − ν)ln(1 − ν)]. (35)

Its second derivative is −2Ω + kT/[ν(1 − ν)], and (15) gives, for a homogeneous alloy of composition x in this model,

Φ = 1 − 2Ωx(1 − x)/kT. (36)

For Ω = 1.5kT and x = 0.3 this is 1 − 3 × 0.21 = 0.370. Summing the distribution of N directly for 20,000 sites and using (13) also gives 0.370. As Ω approaches 2kT at x = 1/2, Φ tends to zero. The Gaussian (16) then loses its width-setting term, and the variance grows faster than M. Near such a critical point (13) remains an identity, but its value depends on the size of the system.

**Two phases.** For Ω = 3kT and Δμ = 0, g has two equal minima. They satisfy g′ = 0, that is ln[x/(1 − x)] + 3(1 − 2x) = 0. The root x = 1/2 of this equation is a maximum of g, and a numerical search for the other two roots gives the minima, 0.0707 and 0.9293. The distribution of N has two equal peaks at these compositions. The mean composition is 1/2, although a lattice with that composition is rarely found. Each peak lies at a distance of 0.4293 from the mean, so for large M

Var(N)/M² → 0.4293² = 0.1843. (37)

The right-hand side of (13) becomes 0.25/(0.1843M) = 1.36/M. Direct summation for 1000, 2000 and 4000 sites gives 0.00136, 0.00068 and 0.00034. It halves with each doubling of M and tends to zero.

A homogeneous alloy at x = 1/2 would have Φ = 1 − 6 × 0.25 = −0.50 by (36). The negative sign means that g curves downward and that, with a positive D₀ in (14), B atoms drift towards higher concentration. No variance can be negative, so (13) cannot return this number. There is no contradiction. The equilibrium ensemble does not sample the homogeneous alloy at that composition; it samples the two phases, and the slope ∂x/∂Δμ in (6) is then the steep change from one phase to the other.

To obtain the factor of one of the coexisting phases, the average and the variance must be taken over a single peak. Around that peak the Gaussian argument of (16) applies, and (36) gives 1 − 6 × 0.0707 × 0.9293 = 0.61 for either phase. For lattices much larger than the range of the correlations, a plot of the distribution of N, or a comparison of Var(N)/M at two lattice sizes, shows which situation is present. In a smaller lattice a single phase can imitate coexistence: a short ring of the chain above, with strong repulsion between unlike atoms and Δμ = 0, is mostly all A or all B. In a single phase away from a critical point Var(N)/M settles to a constant as M grows; at coexistence it grows in proportion to M.
